The free-carrier loss of a π phase shift

**Q:** You want to shift the phase of guided light by π using free carriers. Carriers also absorb. Surely the loss depends on how many there are, where they sit in the mode and how long the device is?

**A:** Let us fix what is being compared. The same guide, at the same frequency, is used with and without a set of carriers. The length is chosen so that the two output phases differ by π. The cost is the extra power loss, in decibels, in the state with carriers. Loss common to both states is not counted.

To find it we need the response of the carriers. I take the Drude model: independent charges of effective mass m, slowed by friction with one scattering time τ. I use atomic units, in which the electron's charge magnitude and mass, ħ and 4πε₀ all equal 1. For an electron with displacement u in a field E,

m u″ = −E − m u′/τ.

The first term on the right is negative because the electron's charge is −1. The field is taken as uniform over the electron's small excursion.

Write E = Re[E₀ exp(−iωt)] and u = Re[U exp(−iωt)]. Each time derivative brings down a factor −iω, so

−mω²U = −E₀ + imωU/τ.

Moving the friction term to the left and changing all signs gives

m(ω² + iω/τ) U = E₀.

With N electrons per unit volume the polarization amplitude is P = −NU. In these units D = E + 4πP, so the carriers change the relative permittivity by

Δε = 4πP/E₀ = −(4πN/m) / (ω² + iω/τ).

**Q:** That mixes refraction and absorption. Separate them before you claim anything.

**A:** Multiply numerator and denominator by ω² − iω/τ:

1/(ω² + iω/τ) = (ω² − iω/τ) / (ω⁴ + ω²/τ²)
= [1 − i/(ωτ)] / (ω² + 1/τ²).

The last step divides numerator and denominator by ω². Therefore

Δε = −δ [1 − i/(ωτ)],
δ = (4πN/m) / (ω² + 1/τ²).

The real part is −δ, so carriers lower the refractive index. The imaginary part is +δ/(ωτ). With the time factor exp(−iωt), a positive imaginary part means absorption. The two parts are tied together:

Im Δε = |Re Δε| / (ωτ).

Density and mass sit in δ alone and have dropped out of this ratio. The mechanical reason is visible in the equation of motion. The inertial term has size mω²|U| and the friction term mω|U|/τ. Friction divided by inertia is 1/(ωτ), for one electron or for many. Inertia governs the part of the motion that shifts the phase; friction governs the part that takes energy from the wave.

**Q:** You have quietly assumed high frequency, ωτ much larger than 1.

**A:** Not for the ratio. No term was dropped in obtaining it. High frequency simplifies the separate parts:

Re Δε ≈ −4πN/(mω²),
Im Δε ≈ 4πN/(mω³τ).

In the opposite limit, ωτ much smaller than 1, they become

Re Δε ≈ −4πNτ²/m,
Im Δε ≈ 4πNτ/(mω).

The ratio of sizes is still 1/(ωτ) in both limits, but it is now large: the carriers act mainly as a resistor. High frequency is what makes the phase shift affordable, not what makes the relation true.

**Q:** That is a statement about a piece of material. A guided mode spreads over core, cladding and perhaps a thin doped layer. Why should the ratio survive?

**A:** Take a slab guide with the electric field parallel to the layers, E(x) exp(iβz − iωt). Without carriers the guide is lossless, with real permittivity ε_g(x). With k₀ = ω/c, its mode obeys

E″ + k₀² ε_g E = β₀² E,

where primes now denote d/dx. Both β₀ and E can be taken real. Let p(x) describe where the carriers are: 1 inside a uniform layer and 0 outside, or a smooth profile. With carriers the field becomes F and the propagation constant β:

F″ + k₀² (ε_g + pΔε) F = β² F.

Multiply the second equation by E and the first by F, subtract, and integrate over x. The terms in ε_g cancel. The derivative terms give

∫(E F″ − F E″) dx = [E F′ − F E′] = 0,

because guided fields vanish far from the core. What remains is

(β² − β₀²) ∫E F dx = k₀² Δε ∫p E F dx.

For a small Δε, replace F by E on both sides and write β² − β₀² ≈ 2β₀Δβ. Then, to first order,

Δβ = k₀² Γ Δε / (2β₀),
Γ = ∫p E² dx / ∫E² dx.

The overlap Γ is real, and so is the whole factor in front of Δε. It scales refraction and absorption alike, so

Im Δβ = |Re Δβ| / (ωτ).

**Q:** Real guides are strips or ribs, with vector fields. Your slab equation does not cover them.

**A:** The cancellation needs only a real factor. Let the permittivity be ε_g + zp, with p real and z a small number, and take a guided mode separated from all others, so that β depends smoothly (analytically) on z. For real z the guide remains lossless and β stays real. The derivative dβ/dz at z = 0 is a limit of real quotients, hence real. Setting z = Δε, which is complex, gives Δβ = (dβ/dz)Δε to first order. The value of the derivative depends on the guide, but its reality does not. The argument needs a nonzero derivative and fails for a leaky mode, whose β is already complex.

**Q:** Then finish the calculation. What does the π shift cost?

**A:** The carriers lower β, so the phase changes by Re Δβ L, a negative number. We require

|Re Δβ| L = π.

The field carries the factor exp(iΔβL), whose magnitude is exp(−Im Δβ L). Power is the square of that, so the transmitted fraction is

T = exp(−2 Im Δβ L)
= exp[−2|Re Δβ|L/(ωτ)]
= exp[−2π/(ωτ)].

In decibels,

loss = −10 log₁₀ T = 20π log₁₀(e)/(ωτ) = **27.3/(ωτ) dB**.

Neither N, m, Γ nor L appears. The same steps for a phase shift of magnitude φ replace π by φ, so a π/2 shift costs half as many decibels.

**Q:** But more carriers must absorb more. Where did they go?

**A:** Into the length. Insert Re Δε = −δ in the phase condition:

L = 2πβ₀/(k₀²Γδ) = λ n_m/(Γδ),

where λ is the vacuum wavelength and n_m = β₀/k₀ is the mode index. The last form uses k₀ = 2π/λ. If N is raised tenfold at fixed τ, the absorption per unit length rises tenfold and the required length falls tenfold. The same exchange holds for Γ. If you fix the length instead and add carriers, the loss does rise, but so does the phase shift, which is then no longer π.

**Q:** Put numbers in. I would like a device, not an abstract ωτ.

**A:** Consider a 220 nm silicon slab in silica at 1550 nm, with rough indices 3.48 and 1.44. A central layer 40 nm wide holds 5 × 10¹⁷ electrons per cm³. The reference state is the same guide with that layer emptied. I give the layer sharp edges. If the electrons come from donors confined to it, about a quarter of them spread into the undoped silicon beside it, which lengthens the device by about 3 percent but leaves the first-order cost unchanged, provided they keep the same τ.

Silicon's electrons occupy six equivalent valleys with anisotropic mass. With the valleys equally populated, the inverse masses average:

m = 3/(1/0.92 + 2/0.19) = 0.258 electron masses.

I take an optical scattering time of 7 fs, a choice I shall have to defend. The photon energy is 0.7999 eV and ħ/τ is 0.0940 eV, so

ωτ = 0.7999/0.0940 ≈ 8.51,
loss = 27.29/8.51 ≈ 3.21 dB.

The transmitted fraction is about 0.48. So roughly half the power is lost, even though ωτ is well above 1.

The Drude formula gives Re Δε = −4.114 × 10⁻³, and dividing its size by ωτ gives Im Δε = 4.84 × 10⁻⁴. In bulk silicon the index change would be

Δn ≈ −4.114 × 10⁻³/(2 × 3.48) = −5.91 × 10⁻⁴.

The mode index is 2.851 and the layer holds Γ = 0.1886 of the integrated squared field. Thus

L = 1550 nm × 2.851/(0.1886 × 4.114 × 10⁻³) ≈ 5.70 mm.

**Q:** You used the first-order formula for both length and loss. Show me that the guide itself agrees.

**A:** The mode equation can be solved numerically with the complex permittivity in place, without the overlap formula. The length is then set by the computed phase and the loss by the computed decay. At ωτ = 8.51:

- central layer, 5 × 10¹⁷ cm⁻³: 5.70 mm, 3.208 dB
- central layer, 5 × 10¹⁸ cm⁻³: 0.570 mm, 3.207 dB
- whole core, 5 × 10¹⁷ cm⁻³: 1.32 mm, 3.208 dB
- layer at the core edge, 5 × 10¹⁷ cm⁻³: 10.1 mm, 3.208 dB

The lengths differ by a factor of almost 18, while the losses agree to within 0.001 dB. A graded profile with the same peak density also gives 3.208 dB.

The case of strong friction can be tested too. With the original central layer but ωτ = 0.5, the loss is 54.57 dB, against 27.29/0.5 = 54.58 dB from the formula. The length has grown to 28.1 mm, because at fixed ω and N the refractive part δ is proportional to 1/[1 + 1/(ωτ)²]. The relation holds, but such a device would be useless. The remaining cases are in the numerical output.

**Q:** First order must fail somewhere. When?

**A:** Bulk material shows the scale. Let ε_b be the background permittivity, q = δ/ε_b and s = 1/(ωτ). The complex index divided by its background value is √(1 − w), with w = q(1 − is). To second order,

√(1 − w) ≈ 1 − w/2 − w²/8,
w² = q²(1 − s² − 2is).

The fall of the real part and the size of the imaginary part are

fall = (q/2)[1 + q(1 − s²)/4],
imaginary part = (qs/2)[1 + q/2].

Dividing, and keeping terms linear in q inside the bracket,

ratio = s[1 + q/2 − q(1 − s²)/4] = s[1 + q(1 + s²)/4].

The cost is multiplied by this bracket. Since δ(1 + s²) = 4πN/(mω²), the relative correction equals πN/(mω²ε_b), whatever τ is. For our density it is about 0.009 percent. It becomes serious when 4πN/m is no longer small compared with ε_bω². For ωτ well above 1, this means that the carriers approach the density at which they cancel the background permittivity. With strong friction it happens at a lower density than that, because cancellation then needs 4πN/m = ε_b(ω² + 1/τ²).

In the guide there is a second contribution, because F is not quite E. The tenfold density shows it: the loss is slightly below the first-order value, whereas the bulk correction would raise it. The integral relation for β² − β₀² contains two sources of second-order change, the square of Δβ and the altered field. The first raises the cost by the same algebra as in bulk, so here the altered field must lower it by more.

**Q:** Suppose there are holes as well as electrons, with another scattering time. Which τ do I use?

**A:** Neither alone. To first order the changes of β add. Species i has its own overlap Γᵢ and permittivity Δεᵢ, and the common factor k₀²/(2β₀) cancels:

loss = 27.3 dB × Σ Γᵢ Im Δεᵢ / Σ Γᵢ|Re Δεᵢ|.

Because Im Δεᵢ = δᵢ/(ωτᵢ), this is 27.3/ω times the average of 1/τᵢ with weights Γᵢδᵢ. Now density and overlap matter, since they set the weights. The cost still lies between the costs of the separate species.

As a test, put electrons in one half of the core and holes in a 70 nm strip of the other half, both at 5 × 10¹⁷ cm⁻³. Give the holes a rough mass of 0.4 electron masses and a time of 20 fs. The complex mode and the weighted rule both give 2.659 dB. If the two species fill the same region at equal density, the rule gives 2.38 dB for these assumed hole values. This is an illustration, not an estimate for a silicon injection device: rough measured coefficients for electrons and holes at this density give about 1.5 dB.

The same caution applies to one species when τ changes with density, for example through scattering by dopants. The cost is independent of density at fixed τ, and not otherwise. In silicon this matters: rough published fits, in which absorption grows faster than linearly with density, give electron costs near 2.5, 3.2 and 4.6 dB at 10¹⁷, 5 × 10¹⁷ and 5 × 10¹⁸ cm⁻³. The tenfold-density case above therefore tests the model, not the material.

**Q:** Now defend the 7 fs. An engineer would take τ from the mobility.

**A:** The direct-current mobility is μ = τ/m in atomic units, or eτ/m in ordinary ones. A rough value of 400 cm²/Vs for this doping gives τ ≈ 59 fs and a π cost of only 0.38 dB. That is far too hopeful for silicon at this wavelength.

Rough measured coefficients for electrons are an index decrease of 9 × 10⁻²² cm³ times N and a power absorption of 9 × 10⁻¹⁸ cm² times N. Call them a and b. In bulk, a π shift needs k₀aNL = π, and the absorption exponent is then bNL = πb/(k₀a). Setting this equal to 2π/(ωτ) gives

ωτ = 2k₀a/b.

The result is τ ≈ 6.7 fs and a cost of about 3.4 dB. I chose 7 fs to lie near this, so the agreement in cost is not a prediction. The separate coefficients are a fairer comparison. At our density they give an index change of −4.5 × 10⁻⁴ and an absorption of 4.5 cm⁻¹, while the model gives −5.9 × 10⁻⁴ and 5.6 cm⁻¹.

Why the optical time is so much shorter is not derived here. A plausible reason is that the photon energy is about 31 times the thermal energy at 300 K. An electron that absorbs a photon ends far above the energies that determine the direct-current mobility, and its scattering there can be different.

**Q:** And if I built this thing, would I measure 3.2 dB?

**A:** Not as the total loss. Millimetre lengths and densities near 10¹⁷ to 10¹⁸ cm⁻³ are in the range of silicon depletion modulators, but a single layer emptied completely, with no other carriers in the mode, is an idealization. One assumption that matters greatly is the absence of other carriers. If the whole core holds electrons at the same density and the length stays at 5.70 mm, the loss before emptying is

3.21 dB × 0.811/0.1886 ≈ 13.8 dB,

where 0.811 is the overlap of the core. Emptying the central layer removes 3.2 dB of this and leaves about 10.6 dB. Rough walls at a typical 2 dB/cm would add 1.1 dB in both states.

Temperature also matters. With a rough index coefficient of 2 × 10⁻⁴ per kelvin for the silicon alone, warming the guide by about 0.7 K produces a phase shift of the same size but opposite sign. If the optical scattering rate were proportional to absolute temperature, which I assume only to get a size, the carrier cost would be about 3.7 dB at 350 K.

**Q:** Can the layer be emptied at all without destroying the silicon?

**A:** By this estimate, yes. Suppose it empties from one side, leaving fixed donor charge. With a static relative permittivity of 11.7, Gauss's law makes the field rise linearly across the layer to 0.31 MV/cm. The band bending is the area of that triangle:

½ × 0.31 MV/cm × 40 nm ≈ 0.62 eV.

The field is below a rough breakdown value of 0.7 MV/cm. For band-to-band tunnelling through a triangular barrier of height G in a field 𝓕, the exponent is

2∫₀^(G/𝓕) √[2m_t(G − 𝓕x)] dx = (4/3)√(2m_t) G^(3/2)/𝓕.

With a gap of 1.12 eV and a rough tunnelling mass m_t of 0.2 electron masses it is about 117. This simple barrier ignores the valence band. In a two-band model with the same mass, where the decay rate vanishes at both band edges, the exponent falls to about 69. The tunnelling factor is negligible either way. The layer's own bending is also smaller than the gap. The field does continue, however, through any undoped silicon up to the charge that balances the donors. If that charge lies at the core edge, 90 nm away, the total bending is about 3.4 eV. The peak field, and with it the tunnelling estimate, is unchanged.

The emptying field changes the index a little as well. A cubic polarization χ(E + 𝓕)³ contains the term 3χ𝓕²E, which adds 3χ𝓕² to the relative permittivity in SI units. With a rough χ for silicon and light polarized along the emptying field, the average effect within the layer would be about 5 percent of the carrier index change. In our guide the light is polarized across that field. For an isotropic cubic response, χ|E + 𝓕|²(E + 𝓕) with vector fields, the term linear in E is then χ𝓕²E, a third as large. The field beyond the layer adds to this: if it continues to the core edge, the total effect on our mode is about 9 percent of the carrier effect. Silicon's response is cubic rather than isotropic; with a rough value of its anisotropy and the field along a cube axis, this becomes about 12 percent. Degeneracy is a minor concern: the density is about 2 percent of the effective density of states in the conduction band at 300 K.

**Q:** So if the carrier cost ignores overlap, I may as well stop optimizing the overlap.

**A:** No. In a given guide, at fixed τ and density, a larger overlap shortens the device. That reduces the wall loss and any loss from carriers that stay in place, provided the change does not itself raise their loss per unit length. If the core itself is reshaped, the length follows n_m/Γ, and a rising mode index can cancel the gain in overlap.

With one common τ, a larger overlap does not reduce the loss of the carriers that make the phase shift. For a given phase, that loss then falls only if ωτ rises, within the small-permittivity regime. With electrons and holes of different τ, it also falls when more of the phase shift comes from the species with the longer time. At fixed τ, moving to twice the wavelength halves ωτ and doubles the cost in decibels, even though the carriers then refract more strongly. In silicon the effective optical τ itself changes with wavelength, so only the direction of this trend carries over: rough published fits for electrons at our density give about 1.9, 3.2 and 4.4 dB at 1.3, 1.55 and 2.0 µm.

Numbers as computed

```
Cost constant 20 pi log10(e): 27.2875 dB
Wavelength: 1550 nm; photon energy: 0.7999 eV
Core, cladding index (rough): 3.48, 1.44
Core, layer width: 220, 40 nm
Electron density: 5.0e+17 cm^-3
Long., trans. mass (rough): 0.92, 0.19 m_e
Conductivity mass: 0.2583 m_e
Optical scattering time (rough): 7.0 fs
hbar/tau: 0.0940 eV
omega tau: 8.507
Re, Im carrier permittivity: -4.1142e-03, 4.8364e-04
Bulk index change: -5.9117e-04
Bulk power absorption: 5.635 cm^-1
Mode index, grid and analytic: 2.8514, 2.8514
Layer overlap, core overlap: 0.1886, 0.8110
Pi length, first order: 5.6954 mm
Pi length, complex mode: 5.6955 mm
Pi loss, formula: 3.2077 dB
Pi loss, complex mode: 3.2076 dB
Power transmitted, formula: 0.4778
Cases: density cm^-3; omega tau; overlap; length mm; loss dB
  central layer: 5.0e+17; 8.507; 0.1886; 5.6955; 3.2076
  central layer: 5.0e+18; 8.507; 0.1886; 0.5697; 3.2069
  whole core: 5.0e+17; 8.507; 0.8110; 1.3246; 3.2079
  edge layer: 5.0e+17; 8.507; 0.1059; 10.1475; 3.2075
  graded profile: 5.0e+17; 8.507; 0.3676; 2.9227; 3.2077
  central layer: 5.0e+17; 2.000; 0.1886; 7.0223; 13.6434
  central layer: 5.0e+17; 0.500; 0.1886; 28.0882; 54.5737
Two-species guide, mode and rule: 2.6587, 2.6587 dB
Rough measured index coefficient: 9e-22 cm^3
Rough measured absorption coeff.: 9e-18 cm^2
Implied scattering time: 6.7 fs
Implied pi loss: 3.4 dB
Rough dc mobility: 400 cm^2/Vs
dc scattering time: 59 fs
Pi loss if dc time were used: 0.38 dB
Photon energy / thermal energy: 30.9
Hole mass, time (rough): 0.4 m_e, 20 fs
Pi loss with equal hole density: 2.38 dB
Loss with whole core doped, same length: 13.8 dB
Wall loss at rough 2 dB/cm: 1.14 dB
Thermo-optic coefficient (rough): 2e-04 K^-1
Heating that gives the same pi phase: 0.69 K
Loss at 350 K if rate follows T: 3.74 dB
Peak emptying field: 0.309 MV/cm
Rough breakdown field: 0.7 MV/cm
Band bending to empty layer: 0.619 eV
Kerr/carrier index, upper size: 0.047
Tunnelling exponent (rough gap 1.12 eV, mass 0.2 m_e): 117
Density / band density at 300 K: 0.0182
```
